# Pauli master equation from weak disorder and its finite-lattice recurrences, part 2

An electron starts in the plane wave \(k_0\) on a periodic, slightly disordered cubic lattice of \(N=L^3\) sites. When do scattering rates describe its mean populations \(P_k(t)=\langle|\psi_k(t)|^2\rangle\), and what changes on a finite lattice?

Energies are in units of \(J\), times in \(\hbar/J\), and the lattice constant is one. Twisted boundary conditions allow the momenta \(k_0+q\), \(q_i\in(2\pi/L)\mathbb Z\). The Hamiltonian is \(H=H_0+\lambda V\), with \(\varepsilon_k=-2\sum_{i=1}^3\cos k_i\). The potential \(V_x\) is real and Gaussian with zero mean, \(\langle V_xV_y\rangle=C(x-y)\), \(C(0)=1\), and \(V_{kk'}=N^{-1}\sum_xV_xe^{-i(k-k')\cdot x}\). Its spectrum is here chosen as
\[
S(q)=1+a\sum_i\cos q_i,\qquad |a|\le\tfrac13.
\]
With \(\int_k=\int d^3k/(2\pi)^3\), \(\rho=\int_k\delta(\varepsilon-\varepsilon_k)\) is the density of states per site; \(\langle\cdot\rangle_\varepsilon\) averages over the energy shell.

The Gaussian average pairs interactions on two branches, the amplitude and its conjugate. A *gate* pairs successive interactions on one branch; a *rung* joins the branches. Simple pairings consist of gates and of rungs in the same order on both branches.

**Theorem.** For \(N\to\infty\) first, then \(\lambda\to0\) with \(\tau=\lambda^2t\) fixed, the simple pairings give
\[
\boxed{\;\frac{dP_k}{dt}=\sum_{k'}W_{kk'}(P_{k'}-P_k),\quad
W_{kk'}=\frac{2\pi\lambda^2}{\hbar N}S(k-k')\,\delta(\varepsilon_k-\varepsilon_{k'})\;}
\]
The full populations obey it under the unproved hypothesis **(R)**: the contribution of all other pairings to averages \(\sum_k\phi(k)P_k(t)\), with \(\phi\) smooth, vanishes in this limit.

In the time \(\tau\), the rates are \(\hat W_{kk'}=2\pi S(k-k')\delta(\varepsilon_k-\varepsilon_{k'})\), and \(\Gamma=\lambda^2\hat\Gamma\). The memory kernel, written \(K(s)\) for \(k=k_0\), is
\[
K_k(s)=\int_pS(k-p)e^{i(\varepsilon_k-\varepsilon_p)s}.
\]
**Lemma 3.** Put \(\kappa_k=\int_0^\infty K_k(s)ds\). Then
\[
2\,{\rm Re}\,\kappa_k=2\pi\int_pS(k-p)\delta(\varepsilon_k-\varepsilon_p)\equiv\hat\Gamma_k .
\]
Over a scaled time \(\Delta\), the theorem's gate sum is
\[
\sum_{m,m'}\frac{(-\kappa\Delta)^m}{m!}\frac{(-\kappa^*\Delta)^{m'}}{m'!}=e^{-(\kappa+\kappa^*)\Delta}=e^{-\hat\Gamma\Delta}.
\]
Among the terms (R) discards is the crossed self-energy
\[
\Sigma_\times=\lambda^4\int_{q,q'}S(q)S(q')\,G(k_0+q)\,G(k_0+q+q')\,G(k_0+q'),
\]
where \(G_E(p)=(E-\varepsilon_p+i0)^{-1}\), with the label \(E\) omitted. It must be small beside the Born self-energy, of order \(\lambda^2\).

**Proposition 1.** On the shell of energy \(\varepsilon\), the loss rate is independent of \(k\),
\[
\hat\Gamma=2\pi\rho\left(1+\frac{a\varepsilon^2}{12}\right),
\]
and the mean of each \(\sin k_i\) decays at the rate
\[
\hat\Gamma_{\rm tr}=\hat\Gamma-2\pi\rho\,a\,\langle\sin^2k_i\rangle_\varepsilon .
\]

*Proof.* Write \(\cos(k_i-k'_i)=\cos k_i\cos k'_i+\sin k_i\sin k'_i\). Reflection makes the shell average of \(\sin k'_i\) vanish. Cubic symmetry and \(\sum_i\cos k'_i=-\varepsilon/2\) give \(\langle\cos k'_i\rangle_\varepsilon=-\varepsilon/6\). Hence
\[
\langle S(k-k')\rangle_\varepsilon
=1+a\left(-\frac{\varepsilon}{6}\right)\sum_i\cos k_i
=1+\frac{a\varepsilon^2}{12},
\]
where the average is over \(k'\). Multiplication by \(2\pi\rho\) gives \(\hat\Gamma\).

For the gain, average \(\sin k_i\,S(k-k')\) over the final momentum \(k\). Reflections remove the averages of \(\sin k_i\), of \(\sin k_i\cos k_j\), and of \(\sin k_i\sin k_j\) for \(j\ne i\). What remains is \(a\sin k'_i\langle\sin^2k_i\rangle_\varepsilon\). The equation for the mean \(\overline{\sin k_i}\) is therefore closed:
\[
\frac{d}{d\tau}\overline{\sin k_i}
=-\left[\hat\Gamma-2\pi\rho\,a\langle\sin^2k_i\rangle_\varepsilon\right]\overline{\sin k_i}.\qquad\blacksquare
\]

The group velocity is \(2\sin k_i\), so this is decay of the current. For \(a>0\), scattering favours small changes of momentum and the current outlives the original state. The weight still at \(k_0\) decays as \(e^{-\hat\Gamma\tau}\), since gain spreads over a continuous shell. Survival tests loss, while the current also tests gain.

Take the round parameters \(a=1/3\) and \(k_0=(1.1,1.4,1.7)\). Then \(\varepsilon=-0.9894\), \(\rho=0.14315\) and \(\langle\sin^2k_i\rangle_\varepsilon=0.5428\). The arithmetic is
\[
2\pi\rho=0.8994,\qquad \hat\Gamma=0.8994\,(1+0.0272)=0.9239,
\]
\[
\hat\Gamma_{\rm tr}=0.9239-0.8994\times0.3333\times0.5428=0.7612 .
\]
With units restored, \(\Gamma=0.9239\,\lambda^2/(\hbar J)\).

The loss rate can also be computed in time, without choosing an energy shell. The integrals \(\int dk\,e^{2is\cos k}/2\pi=J_0(2s)\) and \(\int dk\cos k\,e^{2is\cos k}/2\pi=iJ_1(2s)\), with \(J_n\) Bessel functions, give
\[
K(s)=e^{i\varepsilon s}\left[J_0(2s)^3-\frac{ia\varepsilon}{2}J_1(2s)J_0(2s)^2\right].
\]
The second term contains \(\sum_i\cos k_{0i}=-\varepsilon/2\). Numerical integration of \(2{\rm Re}\,K\) again gives 0.9239.

A discretized master equation checks the closed solution separately. It has 1631 states in an energy window of width 0.1. At \(\Gamma t=1\) its survival is 0.357, against \(e^{-1}=0.368\), and its normalized current is 0.438, against 0.439. The survival is low by 3 percent relative to the closed form because the window on the \(48^3\) grid holds 3 percent more states than \(N\rho\times0.1=1583\), and \(e^{-1.03}=0.357\). The closer match of the current is partly accidental: other meshes and windows move it by about 0.003. Both results pass a test with absolute tolerance 0.03.

### Irreversibility in the master equation

The symmetry \(W_{kk'}=W_{k'k}\) conserves \(\sum_kP_k\). For a discretized shell, the entropy \(\mathcal S=-\sum_kP_k\ln P_k\) obeys
\[
\frac{d\mathcal S}{dt}=-\sum_k\dot P_k\ln P_k
=\frac12\sum_{kk'}W_{kk'}(P_{k'}-P_k)(\ln P_{k'}-\ln P_k)\ge0.
\]
The term \(-\sum_k\dot P_k\) vanished by conservation, and the last form follows by exchanging \(k\) and \(k'\) and averaging the two expressions. Each factor pair has the same sign. This is entropy of the averaged populations. The wave function in any one potential remains pure; its phases have been left out of \(P_k\).

### How the rate emerges

If one branch contains gates and no rungs, its averaged amplitude with the free phase removed is \(A(t)\). The last gate may occupy the interval from \(t-s\) to \(t\), so
\[
\frac{dA}{dt}=-\lambda^2\int_0^tK(s)A(t-s)\,ds,\qquad A(0)=1 .
\]
The theorem's gate sum implies \(|A|^2\to e^{-\hat\Gamma\tau}\). At finite \(\lambda\) the equation retains memory. For \(\lambda=0.6,0.3,0.15\), its survival at \(\Gamma t=1\) exceeds \(e^{-1}\) by 0.0143, 0.0038 and 0.00095. Halving \(\lambda\) reduces the excess by about four, consistent with a correction proportional to \(\lambda^2\).

The lowest crossed self-energy was evaluated on a \(48^3\) lattice with energy broadening \(\Gamma/2\). Its modulus, relative to the imaginary part of the Born self-energy, is 0.185 at \(\lambda=1.2\) and 0.056 at \(\lambda=0.6\). The ratio falls by 3.3 when \(\lambda^2\) falls by four. This supports (R) for that term, without proving it for the full series.

The full quantum dynamics does not discard any pairings. Fourteen random potentials on a \(24^3\) lattice give the following means.

| \(\Gamma t\) | 0.5 | 1.0 | 1.5 | 2.0 |
|---|---|---|---|---|
| Survival, master equation | 0.607 | 0.368 | 0.223 | 0.135 |
| Survival, \(\lambda=1.2\) | 0.829 | 0.546 | 0.350 | 0.225 |
| Survival, \(\lambda=0.6\) | 0.672 | 0.411 | 0.254 | 0.158 |
| Survival, \(\lambda=0.3\) | 0.623 | 0.382 | 0.232 | 0.139 |
| Current, master equation | 0.662 | 0.439 | 0.291 | 0.192 |
| Current, \(\lambda=0.3\) | 0.675 | 0.448 | 0.302 | 0.205 |

The current is projected on its initial direction and divided by its initial value. The largest standard error at \(\lambda=0.3\) is 0.004. At \(\Gamma t=2\), the current exceeds the prediction by 0.013, about 7 percent of the predicted value and about three times that largest standard error. The size of this excess is poorly fixed. Another set of fourteen potentials can move the entries at \(\Gamma t=2\) by 0.012 to 0.014, enough to remove it, and a \(40^3\) lattice gives about half of it. The agreement should be read as holding to about 0.01. If gain were omitted from the current equation, the prediction would be 0.135. The observed 0.205 lies much nearer 0.192, as the test requires.

At \(\lambda=1.2\) the first sampled time is \(t=0.376\), too short for a rate to form. Since \(\langle V_x^2\rangle=1\), second-order expansion of the survival on a large lattice begins as
\[
1-\lambda^2t^2+\cdots .
\]
Here \(\lambda^2t^2=0.20\), so the leading estimate is 0.80. The computed value is 0.829, whereas exponential decay gives 0.607. The slow quadratic start explains most of this early discrepancy.

At \(\lambda=0.6\) and \(\Gamma t=1\), the full survival exceeds \(e^{-1}\) by 0.043, but the Born memory equation gives an excess of 0.014. Memory in the Born term thus accounts for about one third. The time is then only \(t=3.0\), well before a particle can travel around the lattice, so the remainder is attributed mainly to pairings absent from that equation.

### The first sign of the boundary

The infinite-lattice memory kernel contains \(J_0(2s)^3\). On a finite lattice each factor changes because a particle can travel around the torus.

**Proposition 2.** In one direction,
\[
\frac1L\sum_qe^{2is\cos(k+q)}
=\sum_{w\in\mathbb Z}i^{wL}J_{wL}(2s)e^{iwLk}.
\]

*Proof.* Insert \(e^{iz\cos\theta}=\sum_ni^nJ_n(z)e^{in\theta}\), with \(z=2s\) and \(\theta=k+q\). The average of \(e^{inq}\) over the grid is one when \(n=wL\) and zero otherwise. ∎

The term \(w=0\) is the infinite lattice, and \(w\) counts windings. For \(s^2\le L+1\) the power series of \(J_L(2s)\) alternates with terms that do not grow, so \(|J_L(2s)|\le s^L/L!\), its first term, which is very small at early times. The greatest group velocity along an axis is two, so the first winding is expected near \(t=L/2\), or 12 for \(L=24\). For \(L=24\), the free return amplitude \(N^{-1}\sum_ke^{-i\varepsilon_kt}\) differs from its infinite-lattice value \(J_0(2t)^3\) by an amount that is \(1.0\times10^{-8}\) at \(t=6\) and \(5.4\times10^{-3}\) at \(t=13\). The simulation at \(\lambda=0.3\) continues to \(t=24\). It stays near the master equation even after this time, so the first winding does not by itself restore the initial state.

The density of levels is a second criterion. The number of levels within an energy interval \(\Gamma\) is \(N\rho\Gamma\). At \(\lambda=0.3\) it is 165 on the \(24^3\) lattice, enough to approximate a continuum over the times simulated. Individual spacings, about \(1/(N\rho)\), become resolvable at times of order \(2\pi N\rho\approx1.2\times10^4\).

### Recurrence in one potential

Let \(E_n\) be the eigenvalues in one potential, and let \(w_n\) be the weight of \(k_0\) in eigenstate \(n\). Its survival probability is
\[
p(t)=\left|\sum_nw_ne^{-iE_nt}\right|^2,\qquad \sum_nw_n=1. \tag{2}
\]

**Proposition 3.** For a finite lattice, \(p(t)\) returns arbitrarily near one after any prescribed time \(T_0>0\). If the spectrum is nondegenerate, its long-time average is \(\sum_nw_n^2\).

*Proof.* Divide the circle of each phase \(E_nt\) into \(Q\ge5\) equal arcs. Among the \(Q^N+1\) times \(0,T_0,\dots,Q^NT_0\), two must have all their phases in the same set of arcs. Their difference \(t\ge T_0\) makes every \(E_nt\) lie within \(2\pi/Q\) of a multiple of \(2\pi\). The real part of the sum in (2) is then at least \(\cos(2\pi/Q)\), so \(p(t)\ge\cos^2(2\pi/Q)\). Increasing \(Q\) brings this bound to one.

For the average, expand the square in (2). Terms with \(E_n\ne E_m\) oscillate and average to zero, leaving the diagonal terms \(w_n^2\). ∎

The proof bounds the waiting time by \(Q^NT_0\), which is not an estimate of its typical value. Levels with little weight need not be well aligned for a large partial return, so the number carrying appreciable weight is more relevant.

At \(\lambda=0.4\), the survival was followed to \(t=5\times10^5\) and sampled every 0.5. In all samples it first fell below \(1/e\). The largest later value was then recorded for each potential. It includes the first sample below \(1/e\), so it cannot lie much under 0.368, and a peak near that value is no evidence of a return. The last column is the mean of \(\sum_nw_n^2\), the long-time average of Proposition 3; in every potential it agrees with the average over the sampled window within 0.02.

| Lattice | Potentials | Median later peak | Mean time-averaged survival |
|---|---:|---:|---:|
| \(4^3\) | 9 | 0.875 | 0.304 |
| \(6^3\) | 5 | 0.585 | 0.098 |
| \(8^3\) | 5 | 0.419 | 0.056 |

On the smallest lattice, the median first fall is at \(t=12.5\), and the median first return above 0.8 is at \(t\approx6900\). The master equation would cross \(1/e\) at \(1/\Gamma=6.8\) and would not recover. Here \(N\rho\Gamma\) is only 1.4, so few levels take part and the first decay depends strongly on the potential. Medians over nine potentials are therefore rough: other sets of nine give a fall time between about 6.5 and 8.5, near \(1/\Gamma\), and a return time between about 2000 and 12500. The smaller peaks on larger lattices do not contradict Proposition 3: the guaranteed closer returns may lie beyond the observation window.

### Why the limits do not commute

Now keep \(N\) fixed and reduce \(\lambda\), again holding \(\lambda^2t\) fixed. Assume that \(\varepsilon_{k_0}\) is separated from every other unperturbed energy.

**Proposition 4.** In this reversed limit, \(p(t)\to1\), uniformly in \(t\). Moreover,
\[
1-\sum_nw_n^2
=2\lambda^2\sum_{k\ne k_0}\frac{|V_{kk_0}|^2}{(\varepsilon_k-\varepsilon_{k_0})^2}+O(\lambda^3).
\]

*Proof.* Let \(w_0\) belong to the eigenstate that continues \(k_0\). First-order perturbation theory gives its component on \(k\ne k_0\) as \(\lambda V_{kk_0}/(\varepsilon_{k_0}-\varepsilon_k)\), apart from higher orders. Normalization yields
\[
w_0=1-\lambda^2\sum_{k\ne k_0}\frac{|V_{kk_0}|^2}{(\varepsilon_k-\varepsilon_{k_0})^2}+O(\lambda^3).
\]
The other weights are \(O(\lambda^2)\), so their squares are \(O(\lambda^4)\). Squaring \(w_0\) gives the stated average loss. For small \(\lambda\), the triangle inequality applied to (2) gives \(p(t)\ge[w_0-(1-w_0)]^2\). Thus
\[
1-p(t)\le1-(2w_0-1)^2=4w_0(1-w_0)\le4(1-w_0),
\]
which tends to zero independently of time. ∎

On the \(4^3\) lattice the nearest level lies 0.0698 from \(k_0\). At \(\Gamma t=1\), the mean survival over 20 potentials is 0.501, 0.883 and 0.998 for \(\lambda=0.4,0.1,0.02\). The standard errors are about 0.03, 0.02 and 0.002, and a larger sample gives about 0.43 at \(\lambda=0.4\). The mean approaches one, although the master equation predicts 0.368 each time. At \(\lambda=0.002\), one potential has average loss \(2.654\times10^{-5}\), against \(2.661\times10^{-5}\) from Proposition 4.

Reducing \(\lambda\) shrinks \(\Gamma\) while the level spacing stays fixed. The state then loses all partners within its width, and waiting longer cannot create them. Taking \(N\to\infty\) first supplies those partners, and under (R) the averaged populations then follow the master equation, without return, at every fixed \(\tau\). A finite simulation can approach the master equation when \(\Gamma\) is small compared with the band energies, \(N\rho\Gamma\) is large, and the observation ends before discrete levels are resolved. The numerical output below contains the main values used here; the quoted spreads between meshes and between sets of potentials are not part of it.

## Table of computed values

```
k0 = 1.1, 1.4, 1.7; a = 0.3333
energy of k0 = -0.9894 J
density of states per site = 0.14315 1/J
shell mean of sin^2 k_i = 0.5428
loss rate / lam^2, shell integral = 0.92390 1/(hbar J)
loss rate / lam^2, time integral = 0.92390 1/(hbar J)
current rate / lam^2 = 0.76116 1/(hbar J)
master equation on 1631 shell states, Gamma t = 1:
  survival 0.3569, closed form 0.3679
  current 0.4384, closed form 0.4387
Born memory equation, survival at Gamma t = 1:
  lam = 0.6 J: 0.38217, minus 1/e: 0.01429
  lam = 0.3 J: 0.37170, minus 1/e: 0.00382
  lam = 0.15 J: 0.36882, minus 1/e: 0.00095
crossed / Born self-energy at broadening Gamma/2:
  lam = 1.2 J: 0.1853
  lam = 0.6 J: 0.0560
lattice 24^3, 14 potentials, Gamma t = 0.500 1.000 1.500 2.000
  predicted survival 0.607 0.368 0.223 0.135
  predicted current  0.662 0.439 0.291 0.192
lam = 1.2 J, final t = 1.50 hbar/J, levels in Gamma: 2633
  survival 0.829 0.546 0.350 0.225
  current  0.856 0.603 0.412 0.281; largest std error 0.002
lam = 0.6 J, final t = 6.01 hbar/J, levels in Gamma: 658
  survival 0.672 0.411 0.254 0.158
  current  0.718 0.475 0.317 0.212; largest std error 0.002
lam = 0.3 J, final t = 24.05 hbar/J, levels in Gamma: 165
  survival 0.623 0.382 0.232 0.139
  current  0.675 0.448 0.302 0.205; largest std error 0.004
free return kernel, 24^3 minus infinite lattice:
  t = 6.0 hbar/J: 1.01e-08
  t = 13.0 hbar/J: 5.37e-03
recurrences, lam = 0.4 J, window 500000 hbar/J
  4^3: 9 of 9 fall below 1/e; median later peak 0.875
    time-averaged survival 0.3037
    median fall time 12.5 hbar/J
    median return above 0.8: 6874 hbar/J
  6^3: 5 of 5 fall below 1/e; median later peak 0.585
    time-averaged survival 0.0976
  8^3: 5 of 5 fall below 1/e; median later peak 0.419
    time-averaged survival 0.0560
4^3 lattice: nearest level to k0 at 0.0698 J
4^3 mean survival at Gamma t = 1:
  lam = 0.4 J: 0.5011
  lam = 0.1 J: 0.8829
  lam = 0.02 J: 0.9980
mean loss at lam = 0.002 J: 2.654e-05, perturbative 2.661e-05
```
